\section*{Gate Lever Arm of a Silicon Dot from Thermal Peak Widths}

\section{The problem}

A small dot in a silicon nanowire MOS transistor shows an isolated Coulomb-blockade peak in its source-drain conductance. A magnetic field of 6.0 T splits the spin states. The charging energy is about 10 meV and the first excited level lies 0.60 meV above the ground level. The full width at half maximum $W$ in gate voltage and the peak height $G_{\max}$ are as follows.

\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $W$ (mV) & $G_{\max}$ ($\mu$S)\\
0.30 & 0.370 & 1.153\\
0.45 & 0.552 & 0.774\\
0.60 & 0.734 & 0.582\\
0.75 & 0.917 & 0.467\\
0.90 & 1.099 & 0.390
\end{tabular}
\end{center}

The readings are synthetic. They were computed for a model dot with known capacitances, stated after the solution, and the widths were rounded to 0.001 mV. A thermally broadened single-level peak has a width of $3.53\,kT$ in energy. Find the lever arm $\alpha$, defined by the statement that a gate-voltage change $\delta V_g$ moves the dot level by $-e\alpha\,\delta V_g$, with $e>0$.

\section{A tempting solution}

The single-level picture needs $kT$ to be small compared with the level spacing, so the coldest peak seems the safest one. Its width in energy is $e\alpha W$. Setting this equal to $3.5255\,kT$, with $3.5255\,k=0.30380$ meV/K, gives
\begin{equation}
\alpha=\frac{3.5255\,kT}{eW}
=\frac{0.30380\times0.30\ \mathrm{meV}}{0.370\ \mathrm{meV}}=0.2463 .
\end{equation}
Here $e\times 1$ mV $=1$ meV has been used.

The same formula applied to the warmest peak gives 0.2488. Rounding moves a width by at most 0.0005 mV, which is 0.14\% of the coldest width, whereas the two estimates differ by 1\%. The data therefore contradict the assumption that $W$ is proportional to $T$. To find the fault, the width must be derived together with its first correction.

\section{From gate voltage to level energy}

Let the dot have potential $\phi$ and be coupled by capacitances $C_i$ to electrodes at voltages $V_i$. Write $C_\Sigma=\sum_iC_i$ and $Q=\sum_iC_iV_i$. With $N$ electrons on the dot, its charge is
\begin{equation}
-Ne=\sum_iC_i(\phi-V_i)=C_\Sigma\phi-Q,
\qquad \phi=\frac{Q-Ne}{C_\Sigma}.
\end{equation}
The voltage sources do work when charge moves, so the relevant energy is the field energy minus $\sum_iV_iq_i$, where $q_i=C_i(V_i-\phi)$ is the charge on electrode $i$:
\begin{align}
F_N&=\tfrac12\sum_iC_i(\phi-V_i)^2-\sum_iC_iV_i(V_i-\phi)\nonumber\\
&=\tfrac12C_\Sigma\phi^2-\phi Q+\tfrac12\sum_iC_iV_i^2-\sum_iC_iV_i^2+\phi Q\nonumber\\
&=\frac{(Q-Ne)^2}{2C_\Sigma}-\tfrac12\sum_iC_iV_i^2 .
\end{align}
The last term does not depend on $N$. The energy needed to add the $N$th electron is therefore
\begin{align}
\mu_N&=F_N-F_{N-1}+E_{\rm orb}
=\frac{(Q-Ne)^2-(Q-Ne+e)^2}{2C_\Sigma}+E_{\rm orb}\nonumber\\
&=\left(N-\tfrac12\right)\frac{e^2}{C_\Sigma}-\frac{eQ}{C_\Sigma}+E_{\rm orb}.
\end{align}
If the orbital energy $E_{\rm orb}$ and the capacitances stay fixed across the peak, then
\begin{equation}
\frac{d\mu_N}{dV_g}=-e\frac{C_g}{C_\Sigma},
\qquad \alpha=\frac{C_g}{C_\Sigma}.
\end{equation}
A positive gate voltage lowers the level, and a width $w$ in energy appears as $W=w/(e\alpha)$ in gate voltage.

\section{The thermal width}

Let $\varepsilon$ be the level energy measured from the Fermi energy, and $x=\varepsilon/kT$. The level is empty or holds one electron; all other charge states are out of reach because $kT\ll e^2/C_\Sigma$. Electrons enter from lead $\ell$ at the rate $\Gamma_\ell f_\ell/\hbar$ and leave at the rate $\Gamma_\ell(1-f_\ell)/\hbar$, where $f_\ell$ is the Fermi function of that lead at the level energy. With $\Gamma=\Gamma_L+\Gamma_R$, the occupation $P$ obeys
\begin{equation}
\hbar\dot P=\sum_\ell\left[\Gamma_\ell f_\ell(1-P)-\Gamma_\ell(1-f_\ell)P\right]
=\Gamma_Lf_L+\Gamma_Rf_R-\Gamma P .
\end{equation}
In the steady state $P=(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma$. The magnitude of the current through the left barrier is
\begin{equation}
I=\frac{e\Gamma_L}{\hbar}\left[f_L(1-P)-(1-f_L)P\right]
=\frac{e\Gamma_L}{\hbar}(f_L-P)
=\frac{e}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}(f_L-f_R).
\end{equation}
For a small bias, $f_L-f_R=-f'(\varepsilon)\,eV$. From $f=1/(e^x+1)$,
\begin{equation}
-f'(\varepsilon)=\frac{1}{kT}\frac{e^x}{(e^x+1)^2}
=\frac{1}{kT\,(e^{x/2}+e^{-x/2})^2}=\frac{1}{4kT\cosh^2(x/2)} ,
\end{equation}
so that, with $e^2/\hbar=2\pi e^2/h$,
\begin{equation}
G=\frac{e^2}{h}\,\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}\,\frac{1}{4kT}\,
\frac{1}{\cosh^2(x/2)} .
\label{eq:G}
\end{equation}
Half the maximum is reached where $\cosh^2(x/2)=2$, that is, at $x=\pm x_h$ with $x_h=2\,\mathrm{arccosh}\sqrt2$. The energy width is
\begin{equation}
w=w_0kT,\qquad w_0=4\,\mathrm{arccosh}\sqrt2=3.5255 .
\end{equation}
The height falls as $1/T$ if the tunnel couplings do not change with temperature.

\section{The fault: the level has a lifetime}

The rate equation treats the level as sharp, but an electron that can tunnel out gives it a width $\Gamma$. For one spin-polarised level with no other charge state in reach, the transmission is a Lorentzian and
\begin{equation}
G=\frac{e^2}{h}\int dE\,
\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+\Gamma^2/4}\,[-f'(E)] .
\end{equation}
The Lorentzian has area $2\pi\Gamma_L\Gamma_R/\Gamma$, so (\ref{eq:G}) is recovered for $\Gamma\ll kT$. For finite $\Gamma$, the thermal shape $F(x)=1/[4\cosh^2(x/2)]$ is replaced by its convolution $H(x,y)$ with a normalised Lorentzian of half-width $y=\Gamma/2kT$.

The convolution can be done term by term. Differentiating the pole expansion of $\tanh(x/2)$ gives, for real $x$ and $\nu_n=(2n+1)\pi$,
\begin{equation}
F(x)=-2\,\mathrm{Re}\sum_{n=0}^\infty\frac{1}{(x+i\nu_n)^2}.
\end{equation}
Each term is analytic and decays in the upper half-plane. Convolution with the Lorentzian then replaces $x$ by $x+iy$, by Poisson's formula. Since $x+iy+i\nu_n=i(\nu_n+y-ix)$,
\begin{equation}
H(x,y)=2\,\mathrm{Re}\sum_{n=0}^\infty\frac{1}{(\nu_n+y-ix)^2}
=\frac{1}{2\pi^2}\,\mathrm{Re}\,\psi_1\!\left(\frac12+\frac{y+ix}{2\pi}\right),
\end{equation}
where $\psi_1(z)=\sum_{n\ge0}(n+z)^{-2}$ is the trigamma function. The sign of $ix$ is immaterial under the real part.

To first order in $y$, $H=F(x)+yK(x)$, with
\begin{equation}
K(x)=\frac{1}{4\pi^3}\,\mathrm{Re}\,\psi_2\!\left(\frac12+\frac{ix}{2\pi}\right),
\qquad \psi_2=\psi_1' .
\end{equation}
The peak stays at $x=0$ by symmetry. Let the half-maximum point move from $x_h$ to $x_h+\delta$. Then
\begin{equation}
F(x_h)+F'(x_h)\delta+yK(x_h)=\tfrac12F(0)+\tfrac12yK(0).
\end{equation}
The terms without $y$ or $\delta$ cancel, because $F(x_h)=F(0)/2$. Hence
\begin{equation}
\delta=y\,s,\qquad s=\frac{K(x_h)-\frac12K(0)}{-F'(x_h)}=0.6678 .
\end{equation}
The two sides together widen the peak by $2kT\delta=2kT\,(\Gamma/2kT)\,s=s\Gamma$. In gate voltage,
\begin{equation}
W=\frac{w_0k}{e\alpha}\,T+\frac{s\Gamma}{e\alpha}
+O\!\left(\frac{\Gamma^2}{e\alpha kT}\right).
\label{eq:line}
\end{equation}

To first order, the lifetime adds a constant to the width and leaves the slope unchanged. The tempting solution divides the whole width by $T$ and so assigns this constant to the thermal part. Its result is
\begin{equation}
\alpha_{\rm one}=\frac{\alpha}{1+s\Gamma/(w_0kT)},
\end{equation}
which is too small, and most strongly so at the lowest temperature. Cooling suppresses excited levels but makes the lifetime more important relative to $kT$.

\section{The right solution}

Equation (\ref{eq:line}) calls for a straight line with a free intercept. If $S$ is its slope,
\begin{equation}
\alpha=\frac{w_0k}{eS}.
\end{equation}
The mean temperature is 0.600 K and the mean width is 0.7344 mV. Denoting deviations from the mean temperature by $\Delta T$, least squares gives
\begin{align}
S&=\frac{\sum\Delta T\,W}{\sum(\Delta T)^2}
=\frac{0.27345\ \mathrm{K\,mV}}{0.2250\ \mathrm{K^2}}=1.2153\ \mathrm{mV/K},\\
W_0&=0.7344-1.2153\times0.600=0.0052\ \mathrm{mV},\\
\alpha&=\frac{0.30380\ \mathrm{meV/K}}{1.2153\ \mathrm{meV/K}}=0.250 .
\end{align}
The gate moves the level by 250 meV per volt. If every reading were rounded in the most harmful direction, $\alpha$ would change by 0.0004.

The model dot has $C_g=4.0$ aF, source and drain capacitances of 5.0 aF each, and 2.0 aF to everything else. Thus $C_\Sigma=16.0$ aF and $C_g/C_\Sigma=0.250$, in agreement with the fit. The coldest width alone gave a value 1.5\% below this. Because the readings obey the assumptions of the derivation, the agreement supports the extraction procedure; it says nothing about whether a given device meets those assumptions.

The model couplings are $\Gamma_L=\Gamma_R=0.0010$ meV, so $\Gamma=0.0020$ meV and the predicted intercept is $0.6678\times0.0020/0.250=0.0053$ mV. The fitted value is 0.0052 mV. In the least-squares intercept the five widths carry the weights 1.0, 0.6, 0.2, $-0.2$ and $-0.6$, so rounding alone could move it by up to $2.6\times0.0005=0.0013$ mV. The two values are therefore consistent, but their closeness is partly luck, and the widths alone fix $\Gamma$ only to about a quarter of its value. Within the model the heights do better: their departure from $1/T$, treated below, confines $\Gamma$ to between 0.0019 and 0.0021 meV. In a measurement, reading $\Gamma$ from the intercept would require ruling out or correcting for the effects discussed below, which can move the intercept in either direction.

\section{Is it a single level?}

A straight line does not establish the coefficient 3.53. Consider the opposite limit, in which the dot has a dense spectrum, with spacing much less than $kT$, but still $kT\ll e^2/C_\Sigma$. Let $\varepsilon$ now be the cost of adding an electron. The rate of entry is proportional to
\begin{equation}
R_+=\int dE\,f(E)\,[1-f(E-\varepsilon)] .
\end{equation}
Write $a=f(E)$ and $b=f(E-\varepsilon)$. The Fermi function gives $b(1-a)=e^{x}a(1-b)$, so
\begin{equation}
b-a=b(1-a)-a(1-b)=(e^x-1)\,a(1-b).
\end{equation}
Since $\int(b-a)\,dE=\varepsilon$, it follows that $R_+=\varepsilon/(e^x-1)$, and the rate of exit is $R_-=e^xR_+$.

Take equal couplings and a symmetric bias, with $v=eV/kT$. To first order in $v$ the changes at the two leads cancel in the total rates, and the probability of the lower charge state keeps its equilibrium value $p_0=1/(1+e^{-x})$, with $p_1=e^{-x}p_0$. At the left lead $x$ becomes $x-v/2$, and the current is proportional to
\begin{equation}
R_-\left[e^{-x+v/2}p_0-p_1\right]\simeq\frac v2\,R_+p_0
=\frac v2\,\frac{\varepsilon}{(e^x-1)(1+e^{-x})}
=\frac{eV}{4}\,\frac{x}{\sinh x}.
\end{equation}
The last step uses $(e^x-1)(1+e^{-x})=2\sinh x$ and $\varepsilon/kT=x$. The width is again proportional to $T$, with coefficient 4.3546, but the height does not depend on $T$. Using 3.5255 for such a dot would make $\alpha$ 19\% too small.

The heights decide between the two limits, provided the couplings are constant. Between 0.30 K and 0.90 K the height falls by a factor of 2.959, close to the single-level factor of 3 and far from the dense-spectrum factor of 1. In these readings the small deficit is a lifetime effect. From $\psi_2(\tfrac12)=-14\zeta(3)$, the relative loss of height is $-yK(0)/F(0)=7\zeta(3)\Gamma/(\pi^3kT)$. This is 2.1\% at 0.30 K, where $\Gamma/kT=0.0774$, and a third of that at 0.90 K. In a device the deficit does not identify its cause: with no lifetime broadening, the 1\% background considered below would give a ratio of 2.94, and the electron-temperature floor of 0.10 K a ratio of 2.86.

\section{What changes the coefficient or the slope}

\paragraph{Degeneracy.} Without a field, the one-electron level can be twofold degenerate. Let $d$ states with equal couplings share one electron, and put $A=\Gamma_Lf_L+\Gamma_Rf_R$. Balancing entry at rate $dA$ against exit at rate $\Gamma-A$ gives an occupation $P=dA/[\Gamma+(d-1)A]$. The left current is then proportional to
\begin{equation}
\Gamma_L\left[d f_L(1-P)-(1-f_L)P\right]
=\frac{d\,\Gamma_L\Gamma_R(f_L-f_R)}{\Gamma+(d-1)A}.
\end{equation}
At small bias $A\to\Gamma f$, and the line shape is
\begin{equation}
\frac{f(1-f)}{1+(d-1)f}=\frac{1}{e^x+1+d+d\,e^{-x}}
=\frac{1}{1+d+2\sqrt d\cosh u},\qquad x=\tfrac12\ln d+u .
\end{equation}
Doubling the minimum of the denominator gives $\cosh u=2+(1+d)/(2\sqrt d)$ at half maximum. The width coefficient $2\,\mathrm{arccosh}[2+(1+d)/(2\sqrt d)]$ is 3.568 for $d=2$ and 3.694 for $d=4$, the case of unsplit spins and two unsplit valleys. Using 3.5255 would make $\alpha$ too small by 1.2\% and 4.6\%, respectively.

\paragraph{Excited levels.} In the example the spin splitting is 0.695 meV and the valley splitting is 7.7 times $kT$ at 0.90 K. A rate equation with all four spin and valley levels, all given the same tunnel couplings, shifts $\alpha$ by $-0.12\%$. The shift grows with the coupling of the excited levels: if the upper valley couples ten times more strongly, it is $-0.9\%$ and the intercept falls by 0.005 mV.

\paragraph{Finite bias.} For a symmetric bias, $f_L-f_R=\sinh(v/2)/[\cosh x+\cosh(v/2)]$, and half maximum lies at $\cosh x=2+\cosh(v/2)$. This is the shape of the current, or of $I/V$. For small $v$ its extra energy width is $(eV)^2/(8\sqrt2\,kT)$. It shrinks on warming, so it lowers the slope and raises $\alpha$. At 0.010 mV the shift is $+0.12\%$. For the differential conductance $dI/dV$ at the same symmetric dc bias the extra width is three times larger and the shift is $+0.36\%$.

\paragraph{Direct source-drain tunnelling.} A constant parallel conductance, equal to a fraction $b$ of the peak height, raises the half-maximum level. The peak itself must then fall to $(1-b)/2$ of its height, so $\cosh x=4/(1-b)-1\simeq3+4b$. With $\sinh x_h=2\sqrt2$, the extra width is $2\sqrt2\,b\,kT$. Since the peak height falls as $1/T$, $b$ grows as $T$ and the extra width as $T^2$. This enters the slope directly. A background of 1\% of the coldest peak, left unsubtracted, shifts $\alpha$ by $-3.1\%$.

\section{Beside a real transistor}

Charging energies of order 10 meV and valley splittings of some tenths of a meV are rough but reasonable figures for small silicon MOS dots; the lever arm is the gate's share of the total capacitance and so depends on the gate geometry. Two assumptions are likely to need attention in a device. The first is that the electrons have the temperature shown by the thermometer. If they instead followed $\sqrt{T^2+T_0^2}$ with $T_0=0.10$ K, an assumed law, the widths would flatten at the cold end, adding to the intercept, and $\alpha$ would come out 1.7\% too large. The second is that no current bypasses the dot, which becomes harder to ensure as the source-drain distance shrinks; the assumed 1\% background above costs 3.1\%. Both shifts exceed the rounding error of the fit, so the third digit of 0.250 would be meaningful in a device only after the background had been subtracted and the electron temperature established. The remaining values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Single-level width coefficient w0 = 3.5255
Boltzmann constant = 0.086173 meV/K
Energy width per kelvin w0*k = 0.30380 meV/K
Gate capacitance = 4.0 aF, total = 16.0 aF
Source, drain, other = 5.0, 5.0, 2.0 aF
Lever arm from capacitances = 0.2500
Charging energy e^2/C = 10.01 meV
Couplings to source, drain = 0.0010, 0.0010 meV
Valley splitting = 0.60 meV
Field = 6.0 T, g = 2.0, spin splitting = 0.695 meV
T = 0.30 K: kT = 0.02585 meV, width = 0.370 mV, height = 1.153 uS
T = 0.45 K: kT = 0.03878 meV, width = 0.552 mV, height = 0.774 uS
T = 0.60 K: kT = 0.05170 meV, width = 0.734 mV, height = 0.582 uS
T = 0.75 K: kT = 0.06463 meV, width = 0.917 mV, height = 0.467 uS
T = 0.90 K: kT = 0.07756 meV, width = 1.099 mV, height = 0.390 uS
Mean temperature = 0.600 K
Mean width = 0.7344 mV
Sum of squared T deviations = 0.2250 K^2
Sum of T deviation times width = 0.27345 K mV
Fitted slope = 1.2153 mV/K
Fitted intercept = 0.0052 mV
Largest residual = 0.00040 mV
EXTRACTED LEVER ARM = 0.2500 (= 250.0 meV/V)
Worst-case rounding error of lever arm = 0.00041
Lever arm from coldest width alone = 0.2463
Lever arm from warmest width alone = 0.2488
Lifetime coefficient s = 0.6678
Predicted lifetime intercept = 0.0053 mV
Height ratio coldest/warmest = 2.959
Temperature ratio warmest/coldest = 3.000
Gamma/kT at coldest point = 0.0774
Valley splitting/kT at warmest = 7.74
Charging energy/kT at warmest = 129
Width coefficient, twofold level = 3.5679
Width coefficient, fourfold level = 3.6945
Width coefficient, dense spectrum = 4.3546
Shift of extracted lever arm if the effect is ignored:
  lifetime broadening: +0.00 %
  excited spin and valley levels: -0.12 %
  twofold level (no field): -1.19 %
  fourfold level: -4.57 %
  source-drain bias 0.010 mV: +0.12 %
  electron floor 0.10 K: +1.74 %
  background 1 % of coldest peak: -3.13 %
  dense spectrum: -19.04 %
\end{verbatim}
